# How much time step better excitation generators gain in FCIQMC

**Question.** In full configuration interaction quantum Monte Carlo (FCIQMC) the time step is tied to the largest ratio of a Hamiltonian matrix element to the probability of generating that excitation. What does this ratio limit? How much larger can the step be when uniform generation is replaced by a heat-bath or a Cauchy–Schwarz generator, and how does the gain scale with basis and system size?

**Answer.** The ratio does not enter the stability limit of the mean iteration at fixed shift. It fixes the largest step at which the spawning noise of integer walkers stays at its floor. For CO, a precomputed heat-bath generator with weighted choice of the electron pair raises this step over uniform generation by about 2.6, 7.5 and 17 in STO-3G, cc-pVDZ and cc-pVTZ; the gains in the two larger bases are estimates from a sample of determinants, the same sampling shifts the STO-3G gain by about 20%, and full-space maxima lower the two to at most 7.1 and 15. Cauchy–Schwarz weights from exchange integrals give about 1.4, 1.9 and 2.9, and weights from Coulomb integrals give no gain.

## The stability limit

The algebra is in atomic units, orbitals are real and orthonormal, and $(pq|rs)$ is in chemists' order. The state is a vector $c$ of signed integer walker numbers on determinants $D$. In one step of length $\tau$ each walker on $D$ draws one target $j\neq D$ with probability $p(j|D)$, where $\sum_j p(j|D)\le 1$ and the remainder is a rejected move. It forms
$$x_j=\frac{\tau|H_{jD}|}{p(j|D)}$$
and creates $n$ children on $j$, with $n$ equal to $x_j$ rounded up or down at random so that $E[n|j]=x_j$. A child carries the parent's sign times $-\operatorname{sign}H_{jD}$. The population on $D$ is then reduced on average by the fraction $\tau(H_{DD}-S)$, with $S$ the shift.

The mean signed number placed on $j$ per unit of $c_D$ is $p(j|D)\,x_j\,(-\operatorname{sign}H_{jD})=-\tau H_{jD}$. The probability cancels, provided $p>0$ wherever $H_{jD}\ne0$. Adding death, at fixed $S$,
$$E[c']=[1-\tau(H-S)]\,c .$$
An eigenvector with energy $E_k$ is multiplied by $1-\tau(E_k-S)$. For $S=E_0$ and a nondegenerate ground state, the ground factor is 1 and the others decay if $-1<1-\tau(E_k-E_0)<1$. The right inequality holds for any $\tau>0$, and the left is tightest for the top of the spectrum:
$$\tau<\tau_{\rm stab}=\frac{2}{E_{\max}-E_0}.$$
No generator enters. A separate condition, $\tau(H_{DD}-E_0)\le1$, keeps death from reversing the sign of a population. Since $H_{DD}\le E_{\max}$, this limit is at least $\tau_{\rm stab}/2$, and it can be the stricter of the two, as it is for CO in STO-3G below. When $E_{\max}$ is out of reach, the variational principle gives $E_{\max}\ge H_{\rm top}$ and $E_0\le H_{\rm HF}$, where "top" is the closed-shell determinant with the highest orbitals filled. Hence $\tau_{\rm stab}\le 2/(H_{\rm top}-H_{\rm HF})$, an upper bound.

## What the ratio limits

Write $x_j=m+f$ with integer $m$ and $0\le f<1$. Then $n=m$ with probability $1-f$ and $n=m+1$ with probability $f$, so
$$E[n^2|j]=m^2(1-f)+(m+1)^2f=m^2+2mf+f,$$
$$E[n^2|j]-x_j=m(m-1)+2mf\ \ge 0 .$$
The excess vanishes for $m=0$ and for $m=1,f=0$, that is for $x_j\le1$, and is positive otherwise. With $W_D=\sum_{j\ne D}|H_{jD}|$ one has $\sum_jp_jx_j=\tau W_D$, so
$$E[n^2]\ge\tau W_D,$$
with equality if and only if every $x_j\le 1$. An attempt feeds one target, so the variance summed over targets is $E[n^2]-\tau^2\sum_jH_{jD}^2$, and the subtracted term contains no $p$. Below the threshold every generator therefore injects the same spawning variance, $W_D-\tau\sum_jH_{jD}^2$ per walker and unit imaginary time. The number of attempts needed to cover a given imaginary time goes as $1/\tau$, so the best use of a generator at this noise floor is
$$\tau_{\rm sp}=\frac1R,\qquad R=\max_{D,j}\frac{|H_{jD}|}{p(j|D)} .$$
Allowing $x\le n_b$ multiplies $\tau_{\rm sp}$ by $n_b$ for every generator and leaves gains unchanged. The usable step is the smallest of $\tau_{\rm sp}$, $\tau_{\rm stab}$ and the death limit $1/\max_D(H_{DD}-E_0)$. The gain in $\tau_{\rm sp}$ is a gain per attempt for spawning noise; death noise and the cost of an attempt are not counted. The sharp threshold comes from integer rounding: with real amplitudes the second moment is $\sum_jp_jx_j^2=\tau^2\sum_jH_{jD}^2/p_j$, which is smooth in $\tau$.

A floor on $R$ follows from
$$W_D=\sum_jp_j\frac{|H_{jD}|}{p_j}\le R\sum_jp_j\le R .$$
Equality at $D$ needs all ratios equal and no rejection, so $p_j=|H_{jD}|/W_D$. This ideal heat bath has $\tau_{\rm sp}=1/\max_DW_D$, which no generator exceeds.

Practical generators pick a single excitation with probability $p_s$ and a double with $1-p_s$. If $R_s$ and $R_d$ are the largest ratios within each class, $\tau_{\rm sp}=\min(p_s/R_s,\,(1-p_s)/R_d)$. The first argument rises with $p_s$ and the second falls, so the best choice makes them equal: $p_sR_d=R_s-p_sR_s$, giving
$$p_s=\frac{R_s}{R_s+R_d},\qquad \tau_{\rm sp}=\frac1{R_s+R_d}.$$
Singles are drawn uniformly among the $n_s$ allowed ones in all practical generators below, so $R_s=\max_D\,(n_s\max|H|)$.

## The ratio for each doubles generator

There are $N$ active electrons and $n_p=N(N-1)/2$ occupied pairs. A double $ij\to ab$ of spin orbitals has $|H|=|\langle ij\|ab\rangle|=|(ia|jb)-(ib|ja)|$, each integral vanishing unless spins match within its brackets.

*Uniform (U).* The pair is drawn with $1/n_p$, then one of the $n_{ab}(ij)$ spin- and symmetry-allowed empty pairs. The ratio is $n_p\,n_{ab}(ij)\,|H|$. The number of doubles is $N_d=\sum_{ij} n_{ab}(ij)=n_p\bar n_{ab}$. A generator flat over all doubles would have $R=N_d\max|H|$, while the double part of $W_D$ is $W_d=N_d\,\overline{|H|}$. Defining $\kappa=R_U/(N_d\max|H|)$ at a given determinant,
$$\frac{R_U}{W_d}=\kappa\,\frac{\max|H|}{\overline{|H|}} .$$
A value $\kappa>1$ means that the limiting pair has more than the average number of targets, since $n_pn_{ab}|H|>n_p\bar n_{ab}\max|H|$ forces $n_{ab}>\bar n_{ab}$.

*Precomputed heat bath.* A table holds $p(ab|ij)=|\langle ij\|ab\rangle|/S_{ij}$, with $S_{ij}$ the sum of $|\langle ij\|ab\rangle|$ over all pairs $a,b\notin\{i,j\}$. The table cannot know the determinant, so occupied targets are rejected. With a uniform pair (HBu) the element cancels and the ratio is $n_pS_{ij}$. With the pair drawn as $S_{ij}/\Sigma_D$, where $\Sigma_D=\sum_{kl\in D}S_{kl}$ (HBw), $p=|H|/\Sigma_D$ and every double has ratio $\Sigma_D$. The acceptance is $\eta=\sum p=W_d/\Sigma_D$, so $R=W_d/\eta$, and at one determinant
$$\frac{R_U}{R_{\rm HBw}}=\kappa\,\eta\,\frac{\max|H|}{\overline{|H|}} .$$

*Cauchy–Schwarz.* The form $(f|g)=\iint f(1)g(2)/r_{12}$ is an inner product because the Fourier transform $4\pi/k^2$ of the kernel is positive. With $f=\phi_i\phi_a$ and $g=\phi_j\phi_b$, $|(ia|jb)|\le\sqrt{K_{ia}K_{jb}}$, where $K_{ia}=(ia|ia)$. With $J_{ia}=(ii|aa)$, expanding the square gives
$$\tfrac12\iint\frac{[\phi_i(1)\phi_a(2)-\phi_a(1)\phi_i(2)]^2}{r_{12}}=\tfrac12J_{ia}+\tfrac12J_{ia}-K_{ia}\ge0,$$
so $K\le J$, and $|(ia|jb)|\le v_{ia}v_{jb}$ holds for $v=\sqrt K$ (CSK, the Power–Pitzer form) and more loosely for $v=\sqrt J$ (CSJ). The generator draws an ordered pair with $1/[N(N-1)]$, then $a$ with $v_{ia}/Z_i$, where $Z_i$ sums $v_{ia}$ over empty orbitals of the spin of $i$, then $b$ with $v_{jb}/Y_j(a)$, where $Y_j(a)$ sums over symmetry-allowed $b\ne a$. For opposite spins two orderings reach the same target:
$$p=\frac{v_{ia}v_{jb}}{N(N-1)}\left[\frac1{Z_iY_j(a)}+\frac1{Z_jY_i(b)}\right]\ge\frac{v_{ia}v_{jb}}{n_pZ_iZ_j},$$
because $Y\le Z$ and $2/[N(N-1)]=1/n_p$. For equal spins the assignment $i\to b$, $j\to a$ adds two more paths, so $p\ge(v_{ia}v_{jb}+v_{ib}v_{ja})/(n_pZ_iZ_j)$, while $|H|\le v_{ia}v_{jb}+v_{ib}v_{ja}$. In both cases the ratio is at most $n_pZ_iZ_j$.

The loss against heat bath is clearest for opposite spins without symmetry, where $Y=Z$. Put $|H|=c\,v_{ia}v_{jb}$ with tightness $c\le1$. The ratio is $n_pZ_iZ_jc$, and the pair's sum of $|H|$ over empty targets is $\bar cZ_iZ_j$, with $\bar c$ weighted by $v_{ia}v_{jb}$. The pair's largest ratio thus exceeds that of an on-the-fly heat bath with uniform pairs by $c_{\max}/\bar c$. For constant $v$ this is $\max|H|/\overline{|H|}$ and the generator is uniform. Nothing in the bound says that it beats U.

## Size of the effect in CO

The molecule is CO at a round 1.13 Å with canonical RHF orbitals, two frozen core orbitals and $C_{2v}$ labels, so $N=10$ and $n_p=45$. In STO-3G the maxima run over all 792 determinants of the $A_1$, $M_S=0$ space. In cc-pVDZ and cc-pVTZ they run over a sample of 81 determinants, in which repeats are possible: Hartree–Fock, the 40 doubles of largest first-order amplitude, and one further double excitation of each drawn with probability proportional to $|H|$.

In STO-3G, $E_{\max}-E_0=249.6$ eV gives $\tau_{\rm stab}=2/249.6=8.0\times10^{-3}$ eV$^{-1}$, and power iteration reaches the ground state at $0.98\,\tau_{\rm stab}$ and loses it at $1.02\,\tau_{\rm stab}$. For U, $\tau_{\rm sp}=1/(152.9+1372)=6.6\times10^{-4}$ eV$^{-1}$, twelve times smaller. A run with 5000 walkers at $3\tau_{\rm sp}$ spawns up to three children at once and gives $E-E_{\rm HF}=-3.7975\pm0.0145$ eV. Diagonalization in the same space gives $-3.779$ eV, a reference that omits core correlation, basis completeness and relativity; the difference is 1.3 standard errors. Above the threshold the noise grows gradually: at four times the threshold of the Hartree–Fock row, $E[n^2]/\tau W$ for U is 1.55, against 1.00 for both U and HBw below it.

For cc-pVTZ at the Hartree–Fock determinant, $N_d\max|H|=25657\times2.548=6.54\times10^4$ eV and $R_U=9.34\times10^4$ eV, so $\kappa=1.43$. With $\max|H|/\overline{|H|}=2.548/0.1360=18.7$ and $\eta=3490/4559=0.766$,
$$\frac{R_U}{R_{\rm HBw}}=1.43\times0.766\times18.7=20.5 .$$
The plain ratio of largest to mean element thus understates the ideal doubles gain, $93434/3490=26.8$, by the factor $\kappa$. In STO-3G, $R_U/n_p=601/45=13.4$ eV equals $3\times4.452$ eV, which matches the largest element lying in a pair with three targets against a mean of $75/45$, and gives $\kappa=1.8$.

Over the cc-pVTZ sample the doubles ratio is $120802/4865=24.8$. The singles add $R_s=2305$ eV to both:
$$\tau_U=\frac1{2305+120802}=8.1\times10^{-6},\qquad \tau_{\rm HBw}=\frac1{2305+4865}=1.4\times10^{-4}\ \text{eV}^{-1},$$
or $2.2\times10^{-4}$ and $3.8\times10^{-3}$ hartree$^{-1}$, a gain of 17. Uniform singles claim $p_s=0.32$ of the HBw attempts and only 0.02 of the U attempts, which turns 24.8 into $24.83\times0.6785/0.9813=17.2$. These are sample values, and the sample underestimates $R_s$ most: over the full $A_1$ space $R_s=6069$ eV, $R_U=1.62\times10^5$ eV and $\max_D\Sigma_D\ge4982$ eV, so $\tau_U=5.9\times10^{-6}$ and $\tau_{\rm HBw}\le9.1\times10^{-5}$ eV$^{-1}$, with $p_s$ up to 0.55 for HBw. CSK reaches $2.3\times10^{-5}$ eV$^{-1}$ ($6.3\times10^{-4}$ hartree$^{-1}$) and the ideal generator $1/3785=2.6\times10^{-4}$ eV$^{-1}$ ($7.2\times10^{-3}$ hartree$^{-1}$). The gains $\tau_{\rm sp}/\tau_{\rm sp}(U)$ are:

| Generator | STO-3G | cc-pVDZ | cc-pVTZ |
|---|---|---|---|
| CSJ | 0.92 | 0.88 | 0.89 |
| CSK | 1.4 | 1.9 | 2.9 |
| HBu | 1.2 | 4.4 | 11 |
| HBw | 2.6 | 7.5 | 17 |
| ideal | 6.7 | 16 | 33 |

A maximum over a sample is at most the true maximum, so each sampled $\tau_{\rm sp}$ is an upper bound, and a gain, being a quotient of two, is neither an upper nor a lower bound. With $R_s$, $R_U$ and $\max S_{ij}$ maximized over the full space ($R_s=2126$ eV in cc-pVDZ against 878 eV in the sample), the cc-pVDZ and cc-pVTZ gains become 4.7 and 11 for HBu and at most 2.0 and 3.3 for CSK, 7.1 and 15 for HBw, and 21 and 40 for the ideal generator. One random draw of the same kind of sample in STO-3G overestimates $\tau_{\rm sp}$, relative to the full space, by factors that vary with the draw, here 1.35 (U), 1.51 (CSJ), 1.25 (CSK), 1.02 (HBu), 1.07 (HBw) and 1.29 (ideal). It would report the HBw gain as $2.65\times1.07/1.35=2.1$, about 20% below the full-space value, and the CSJ gain as $0.92\times1.51/1.35=1.03$. The sampled CSJ entries therefore mean a gain near one. At the Hartree–Fock determinant, where no sampling enters, CSJ is worse than U in all three bases, by at most about 20% (for cc-pVTZ, $1.11\times10^5$ against $0.93\times10^5$ eV). That $\sqrt J$ varies too little over the virtual orbitals to follow $|H|$ is a conjecture, consistent with the constant-$v$ limit and not tested.

In STO-3G, HBu falls behind CSK. The tables there are mostly rejected, with an HBw acceptance of 0.255, and uniform pair choice pays the largest $S_{ij}$ rather than the mean: at Hartree–Fock, $1081$ eV against $\Sigma_D=396$ eV.

The stability limit caps these gains from above. In STO-3G the ideal step, $4.4\times10^{-3}$ eV$^{-1}$, lies about a factor 1.8 below $\tau_{\rm stab}$ and just under the death limit of $4.9\times10^{-3}$ eV$^{-1}$. In cc-pVTZ the bound $2/2390=8.4\times10^{-4}$ eV$^{-1}$ is 3.2 times the ideal step and 6 times the HBw step. Being an upper bound, it does not prove that spawning is the binding limit; in STO-3G the same bound, $1.00\times10^{-2}$ eV$^{-1}$, is 25% above the true $\tau_{\rm stab}$. The death limit in cc-pVTZ is at most $1/2390=4.2\times10^{-4}$ eV$^{-1}$, half this bound, and so at most 1.6 times the sampled ideal step and 3 times the sampled HBw step.

## Scaling with the basis

From cc-pVDZ to cc-pVTZ the empty orbitals per spin grow from 21 to 53, a factor 2.52. At Hartree–Fock, $N_d$ grows by $25657/4065=6.3$, nearly the square, as counting $a$ and $b$ implies. The largest element falls slightly, from 2.87 to 2.55 eV, while the mean falls from 0.290 to 0.136 eV. So $R_U$ grows by 5.4, $W_d$ by 3.0, and $R_{\rm HBw}$ by only 2.4, helped by $\eta$ rising from 0.63 to 0.77. $R_{\rm CSK}$ grows by $36345/8143=4.5$. As effective powers of the number of empty orbitals these are 1.8 (U), 1.6 (CSK) and about 1 (HBw). They describe two bases of one molecule and are not asymptotic laws.

## Scaling with system size

Take $L$ identical fragments far apart, with orbitals local to each, no symmetry labels, and doubles from the reference determinant. The product $\phi_i\phi_a$ vanishes unless both orbitals sit on one fragment. For $ia$ and $jb$ on different fragments each product has zero net charge by orthogonality, so $(ia|jb)$ is at leading order a dipole–dipole term falling as the inverse cube of the distance, summable along a chain and small at large spacing. The large elements are therefore intra-fragment and independent of $L$.

For U, $n_p\propto L^2$ and $n_{ab}\propto L^2$, so $R_d\propto L^4$. For HBu, $\max S_{ij}$ is fixed and $R_d\propto n_p\propto L^2$. For HBw and the ideal case the sums $\Sigma_D$ and $W_d$ receive equal parts from each fragment, so $R_d\propto L$. For CSK, $K_{ia}$ vanishes between fragments, $Z_i$ is fixed, and $R_d\propto L^2$. For CSJ, $J_{ia}$ between fragments is the repulsion of two unit charges, $1/d$ at distance $d$, so in a chain $Z_i$ gains terms $\propto\sum_kk^{-1/2}\sim\sqrt L$, and $n_pZ_iZ_j$ tends to $L^3$ for large $L$.

For CO molecules 20 Å apart in STO-3G, the exponent $\log_2[R_d(4)/R_d(2)]$ is 4.04 (U), 2.04 (CSK, HBu) and 1.00 (HBw, ideal). The extra 0.04 is $\log_2(780/190)-2$, from $n_p$ at $N=40$ and $20$. CSJ gives 2.81, between the CSK value and the large-$L$ estimate of 3, which is not itself tested. The doubles gain over U grows about as $L^3$ for HBw, from $1325/478=2.8$ to $367571/1914\approx190$ at $L=4$, and about as $L^2$ for CSK, from 1.8 to 29. The $L=1$ value $W_d=133$ eV differs from the 101 eV found with $C_{2v}$ orbitals. For nondegenerate canonical orbitals only a sign is free, so the difference comes from rotations within the degenerate $\pi$ and $\pi^*$ pairs, under which a sum of absolute values is not invariant. The same arbitrary rotations change the largest element and hence the prefactors of the gains just quoted: as the $\pi^*$ pair turns against the $\pi$ pair, $W_d$ runs from 101 to 136 eV and the HBw gain from 4.6 to 2.3 at $L=1$ and from about 320 to 160 at $L=4$; the exponents do not depend on them, since every fragment carries the same orbitals.

Two further limits bear on the $L^3$ gain, both derived here by counting and outside the numerical check; only the first lowers the exponent. Uniform singles have $n_s\propto L^2$, so on determinants with a sizable single-excitation element $R_s\propto L^2$ overtakes $R_{\rm HBw}\propto L$, and the total gain tends to $L^2$ unless the singles are weighted too. For noninteracting fragments $H$ conserves the charge of each fragment, and within the sector reached from the reference $E_{\max}-E_0$ is additive. Hence $\tau_{\rm stab}\propto1/L$, the same power as the ideal spawning step, and the margin between the two stays at its one-fragment value, so stability does not change the exponent of the gain. The scaling argument needs local orbitals; for orbitals spread over all fragments the vanishing of $\phi_i\phi_a$ fails and these exponents are not established.

The numerical check also compares the matrix elements with an independent dense Hamiltonian, the generation probabilities with a branch-by-branch enumeration, the bound $1/W$ with a linear program, the optimal $p_s$ with a scan, and the integral inequalities with the cc-pVDZ integrals.

## Values computed for the example and the checks

```
CO, bond 1.13 angstrom, RHF orbitals, 2 core orbitals frozen; 1 hartree = 27.2114 eV
STO-3G A1 space: 792 determinants, E0-E_HF -3.7792 eV, Emax-E0 249.6 eV
 tau_stab 8.012e-03 1/eV, death limit 1/max(H_DD-E0) 4.923e-03 1/eV
 ground-state overlap at 0.98, 1.02 tau_stab: 1.000000, 4.4e-17
STO-3G: 8 active orbitals, maxima over 792 determinants
 HF doubles 75, max|H| 4.452 eV, mean|H| 1.3485 eV, max/mean 3.3
 HF: W_d 101.1 eV, sum S 396.1 eV, HBw acceptance 0.255
 Rs 152.9 eV; H_top-H_HF 199.3 eV, tau_stab est 1.003e-02 1/eV
 U   Rd(HF) 601 Rd 1372 eV ps 0.100 tau 6.557e-04 1/eV gain 1.00
 CSJ Rd(HF) 603 Rd 1499 eV ps 0.093 tau 6.055e-04 1/eV gain 0.92
 CSK Rd(HF) 354 Rd 966 eV ps 0.137 tau 8.936e-04 1/eV gain 1.36
 HBu Rd(HF) 1081 Rd 1081 eV ps 0.124 tau 8.103e-04 1/eV gain 1.24
 HBw Rd(HF) 396 Rd 423 eV ps 0.265 tau 1.736e-03 1/eV gain 2.65
 ideal W max 227 eV tau 4.396e-03 1/eV gain 6.70
 tau(81-det sample)/tau(full): U 1.35 CSJ 1.51 CSK 1.25 HBu 1.02 HBw 1.07 ideal 1.29
 ps scan best tau(U) 6.544e-04 1/eV; HF row: LP tau 9.8876e-03, 1/W 9.8876e-03 1/eV
 HF row U: tau 1.347e-03 1/eV, max x 0.90, E[n2]/(tau W) MC 1.000 formula 1.000
 HF row HBw: tau 1.347e-03 1/eV, max x 0.73, E[n2]/(tau W) MC 0.999 formula 1.000
 HF row U: tau 5.988e-03 1/eV, max x 4.00, E[n2]/(tau W) MC 1.552 formula 1.548
 FCIQMC, U, 5000 walkers, tau 1.967e-03 1/eV = 3.00 tau(U) = 0.25 tau_stab
 largest spawn 3, projected E-E_HF -3.7975 +- 0.0145 eV
cc-pVDZ: 26 active orbitals, maxima over 81 determinants
 HF doubles 4065, max|H| 2.866 eV, mean|H| 0.2901 eV, max/mean 9.9
 HF: W_d 1179.3 eV, sum S 1885.6 eV, HBw acceptance 0.625
 Rs 877.8 eV; H_top-H_HF 1022.7 eV, tau_stab est 1.956e-03 1/eV
 U   Rd(HF) 17414 Rd 20912 eV ps 0.040 tau 4.589e-05 1/eV gain 1.00
 CSJ Rd(HF) 19381 Rd 23958 eV ps 0.035 tau 4.027e-05 1/eV gain 0.88
 CSK Rd(HF) 8143 Rd 10348 eV ps 0.078 tau 8.908e-05 1/eV gain 1.94
 HBu Rd(HF) 4121 Rd 4121 eV ps 0.176 tau 2.001e-04 1/eV gain 4.36
 HBw Rd(HF) 1886 Rd 2016 eV ps 0.303 tau 3.456e-04 1/eV gain 7.53
 ideal W max 1399 eV tau 7.148e-04 1/eV gain 15.57
cc-pVTZ: 58 active orbitals, maxima over 81 determinants
 HF doubles 25657, max|H| 2.548 eV, mean|H| 0.1360 eV, max/mean 18.7
 HF: W_d 3490.0 eV, sum S 4558.7 eV, HBw acceptance 0.766
 Rs 2305.3 eV; H_top-H_HF 2390.2 eV, tau_stab est 8.368e-04 1/eV
 U   Rd(HF) 93434 Rd 120802 eV ps 0.019 tau 8.123e-06 1/eV gain 1.00
 CSJ Rd(HF) 111466 Rd 136366 eV ps 0.017 tau 7.211e-06 1/eV gain 0.89
 CSK Rd(HF) 36345 Rd 40776 eV ps 0.054 tau 2.321e-05 1/eV gain 2.86
 HBu Rd(HF) 9255 Rd 9255 eV ps 0.199 tau 8.650e-05 1/eV gain 10.65
 HBw Rd(HF) 4559 Rd 4865 eV ps 0.322 tau 1.395e-04 1/eV gain 17.17
 ideal W max 3785 eV tau 2.642e-04 1/eV gain 32.52
 tau in 1/hartree: U 2.21e-04 CSJ 1.96e-04 CSK 6.32e-04 HBu 2.35e-03 HBw 3.79e-03 ideal 7.19e-03
L CO molecules 20.0 angstrom apart, STO-3G, no symmetry, reference determinant
 U     Rd(L=1,2,4) 1325 22384 367571 eV, exponent 4.04
 CSJ   Rd(L=1,2,4) 1364 8538 59672 eV, exponent 2.81
 CSK   Rd(L=1,2,4) 737 3110 12767 eV, exponent 2.04
 HBu   Rd(L=1,2,4) 1150 4856 19933 eV, exponent 2.04
 HBw   Rd(L=1,2,4) 478 957 1914 eV, exponent 1.00
 ideal Rd(L=1,2,4) 133 265 530 eV, exponent 1.00
```
